# Tutorial sheet: Roothaan iteration and Pulay DIIS for water in STO-3G

## Problem

Treat H\(_2\)O by restricted Hartree–Fock in the STO-3G basis (7 real functions, 5 doubly occupied orbitals), with \(R_{\rm OH}=96.0\) pm \(=1.814137\) bohr and a bond angle of \(105.0^\circ\), round values near the rough measured geometry. The constants \(\hbar, m_e, e, \varepsilon_0\) enter only through the integrals, so energies are given in hartree, \(E_h=\hbar^2/(m_ea_0^2)\).

\(S\), \(h\) and \((pq|rs)\) are the overlap, core Hamiltonian and repulsion integrals. With orbital coefficients \(C\), \(C^TSC=1\), occupied indices \(i,j\) and virtual indices \(a,b\),
\[ D=C_{\rm occ}C_{\rm occ}^T,\qquad F_{pq}=h_{pq}+\sum_{rs}D_{rs}\,[2(pq|rs)-(pr|qs)],\qquad E=\operatorname{tr}D(h+F)+E_{\rm nuc}, \]
\[ e=X(FDS-SDF)X,\qquad X=S^{-1/2},\qquad \|e\|^2=\operatorname{tr}e^Te . \]
The density \(D_1\) fills the five lowest solutions of \(hC=SC\varepsilon\) (the core guess). Iteration \(k\) builds \(F_k\) and \(e_k\) from \(D_k\) and stops if \(\|e_k\|<\tau\). Otherwise it diagonalizes \(\sum_n c_nF_n\), summed over the last \(\min(k,m)\) iterations (the window), and fills the five lowest orbitals. The \(c_n\) minimize \(\|\sum_n c_ne_n\|\) subject to \(\sum_n c_n=1\); \(m=1\) is plain Roothaan. The count is the number of Fock builds.

(a) Relate \(e\) to the energy gradient.
(b) Linearize the Roothaan step at the solution.
(c) Derive the DIIS equations in terms of \(B_{nl}=\operatorname{tr}e_n^Te_l\) and find when their solution is unique.
(d) Separate the condition number \(\kappa(B)=\lambda_{\max}/\lambda_{\min}\) into an effect of lengths and an effect of directions.
(e) Find the largest rank \(B\) can have for this molecule.
(f) Report the counts for \(m=1,2,4,8\) down to \(\tau=10^{-8}\,E_h\) and the history of \(\kappa(B)\), and interpret them.

## Hints

(a) Write \(e\) as a commutator in an orthonormal basis and evaluate it in the orbitals that build \(D\).
(b) A displaced density changes \(F\); the new orbitals follow from first-order perturbation theory.
(c) Use a Lagrange multiplier, and multiply the homogeneous equations by \(c^T\).
(d) Scale \(B\) to unit diagonal and use Rayleigh quotients.
(e) The matrix \(e\) is antisymmetric and commutes with the \(C_{2v}\) operations.
(f) Ask of each large condition number whether \(B\) was used and whether its smallest singular value lies above rounding.

## Solution

### (a) The error is the orbital gradient

Insert \(1=XS^{1/2}\) and set \(F'=XFX\), \(D'=S^{1/2}DS^{1/2}\). Then \(XFDSX=XFX\,S^{1/2}DS^{1/2}=F'D'\), and the transpose gives \(XSDFX=D'F'\), so \(e=F'D'-D'F'\) and \(e^T=-e\). The matrix \(S^{1/2}C\) is orthogonal, and transforming with it preserves the norm. In the orbitals that build \(D\), \(D'\) is diagonal with occupations \(d_p=1\) or \(0\), so \(e_{pq}=F_{pq}(d_q-d_p)\): \(e_{ai}=F_{ai}\), \(e_{ia}=-F_{ia}\), and the other blocks vanish. Hence
\[ \|e\|^2=2\sum_{ai}F_{ai}^2 . \]
Write \(F=h+G[D]\). Exchanging \(pq\leftrightarrow rs\) leaves \(2(pq|rs)-(pr|qs)\) unchanged for real functions, so \(\operatorname{tr}AG[A']=\operatorname{tr}A'G[A]\). Varying \(E=\operatorname{tr}D(2h+G[D])+E_{\rm nuc}\) therefore gives \(\delta E=2\operatorname{tr}h\,\delta D+2\operatorname{tr}G[D]\,\delta D=2\operatorname{tr}F\,\delta D\). Rotate \(C\to Ce^{\Theta}\) with \(\Theta_{ai}=x_{ai}=-\Theta_{ia}\). To first order \(\phi_i\to\phi_i+\sum_a x_{ai}\phi_a\), so \(\delta D_{ai}=\delta D_{ia}=x_{ai}\), each pair enters the trace twice, and
\[ \frac{\partial E}{\partial x_{ai}}=4F_{ai}. \]
Thus \(e=0\) exactly at a stationary point, which need not be a minimum. The program tests the gradient by finite differences at the core guess, where it is large.

### (b) The Roothaan step near the solution

Work in the converged canonical orbitals with energies \(\varepsilon_p\), assume a gap \(\Delta_{ai}=\varepsilon_a-\varepsilon_i>0\), and keep first order in \(x\). A density displaced by \(x_{bj}\) has \(\delta D_{bj}=\delta D_{jb}=x_{bj}\). In \(\delta F_{ai}=\sum_{rs}\delta D_{rs}[2(ai|rs)-(ar|is)]\) the term \(r=b,s=j\) gives \(2(ai|bj)-(ab|ij)\) and the term \(r=j,s=b\) gives \(2(ai|bj)-(aj|ib)\), so
\[ \delta F_{ai}=\sum_{bj}K_{ai,bj}x_{bj},\qquad K_{ai,bj}=4(ai|bj)-(ab|ij)-(aj|ib), \]
and \(K\) is symmetric. Diagonalizing \(\varepsilon+\delta F\) gives \(\phi_i+\sum_a\phi_a\,\delta F_{ai}/(\varepsilon_i-\varepsilon_a)\), plus mixing among occupied orbitals, which leaves \(D\) unchanged. With \(\Delta\) the diagonal matrix of gaps,
\[ x_{k+1}=Jx_k,\qquad J=-\Delta^{-1}K . \]
Let \(g_{ai}\) be the Fock element \(F_{ai}\), a quarter of the energy gradient by (a). It is taken in the displaced orbitals \(\phi_i+\sum_a x_{ai}\phi_a\) and \(\phi_a-\sum_i x_{ai}\phi_i\), which gives \(g_{ai}=\varepsilon_ax_{ai}-\varepsilon_ix_{ai}+\delta F_{ai}\), or \(g=(\Delta+K)x=\Delta(1-J)x\). Since \(J\) commutes with \(1-J\), \(g_{k+1}=\Delta J(1-J)x_k=\Delta J\Delta^{-1}g_k=-K\Delta^{-1}g_k\).

The matrix \(\tilde J=\Delta^{1/2}J\Delta^{-1/2}=-\Delta^{-1/2}K\Delta^{-1/2}\) is symmetric, so the eigenvalues \(j\) of \(J\) are real. The energy Hessian is \(4(\Delta+K)=4\Delta^{1/2}(1-\tilde J)\Delta^{1/2}\), so a minimum guarantees only \(j<1\). Local convergence also needs \(j>-1\), which a small gap can violate, since \(\Delta^{-1}\) multiplies \(K\). Once the mode of largest modulus \(\rho\) dominates, \(\|e\|\) falls by \(\rho\) per step, and from iteration \(k_0\) the count is about \(k_0+\lceil\ln(\tau/\|e_{k_0}\|)/\ln\rho\rceil\). The program tests \(J\) against finite differences of the true map for all 10 rotations, and the one-step law for \(g\) on the actual run.

### (c) The DIIS equations

Let \(\mathcal E\) have the window's errors as columns, each written as a vector of 49 entries, so \(B=\mathcal E^T\mathcal E\) and \(\|\sum c_ne_n\|^2=c^TBc\). Let \(\mathbf 1\) be the vector of ones. Stationarity of \(c^TBc-2\lambda(\mathbf 1^Tc-1)\) gives \(Bc=\lambda\mathbf 1\), and with the constraint
\[ A\begin{pmatrix}c\\ \lambda\end{pmatrix}=\begin{pmatrix}0\\-1\end{pmatrix},\qquad A=\begin{pmatrix}B&-\mathbf 1\\-\mathbf 1^T&0\end{pmatrix}. \]
Multiplying \(Bc=\lambda\mathbf 1\) by \(c^T\) gives \(\lambda=c^TBc\), the squared extrapolated error. The stationary point is a minimum because \(B\) is positive semidefinite. If \(B\) is invertible, \(c=\lambda B^{-1}\mathbf 1\) and the constraint fixes \(c=B^{-1}\mathbf 1/(\mathbf 1^TB^{-1}\mathbf 1)\). Replacing \(B\) by \(sB\) rescales \(\lambda\) and leaves \(c\) unchanged. Eliminating \(c_k=1-\sum_{n<k}c_n\) gives the equivalent unconstrained problem of minimizing \(\|e_k+\sum_{n<k}c_n(e_n-e_k)\|\), which never forms \(B\).

For uniqueness suppose \(Bc=\lambda\mathbf 1\) and \(\mathbf 1^Tc=0\). Then \(\|\mathcal Ec\|^2=\lambda\mathbf 1^Tc=0\), so \(\mathcal Ec=0\), \(Bc=0\) and \(\lambda=0\). Conversely any \(c\neq0\) with \(\mathcal Ec=0\), \(\mathbf 1^Tc=0\) gives a null vector \((c,0)\). So \(A\) is singular exactly when the errors are affinely dependent, meaning that their differences are linearly dependent. A singular \(B\) alone does no harm: if its null vector \(w\) has \(\mathbf 1^Tw\ne0\), then \(c=w/\mathbf 1^Tw\) solves the system with \(\lambda=0\), the best possible outcome.

The constraint is what makes the mixed Fock matrix meaningful: \(F\) is affine in \(D\), so \(\sum c_nF_n=h\sum c_n+G[\sum c_nD_n]=F[\sum c_nD_n]\). In the linear regime of (b) this gives
\[ x_{k+1}=J\sum_n c_nx_n,\qquad g_{k+1}=-K\Delta^{-1}\sum_n c_ng_n , \]
a Roothaan step taken from the point of least gradient in the affine span of the window. An error of size \(\eta\) in each \(F_n\) produces at most \(\eta\sum|c_n|\) in the mixture. Depths \(m<m'\) have the same window for \(k\le m\), hence the same iterates through \(k=m+1\).

### (d) What \(\kappa(B)\) measures

The eigenvalues of \(B=\mathcal E^T\mathcal E\) are the squared singular values \(\sigma\) of \(\mathcal E\), so \(\kappa(B)=(\sigma_{\max}/\sigma_{\min})^2\), independent of the energy unit. Let \(N=\operatorname{diag}\|e_n\|\), \(\hat B=N^{-1}BN^{-1}\) (the cosines between errors) and \(r=\max_n B_{nn}/\min_n B_{nn}\). Each \(B_{nn}\) is the Rayleigh quotient of a unit vector and lies between \(\lambda_{\min}\) and \(\lambda_{\max}\), so \(\kappa(B)\ge r\). Since \(c^TBc=(Nc)^T\hat B(Nc)\) lies between \(\lambda_{\min}(\hat B)\min B_{nn}|c|^2\) and \(\lambda_{\max}(\hat B)\max B_{nn}|c|^2\),
\[ r\le\kappa(B)\le r\,\kappa(\hat B). \]
Fast convergence forces \(\kappa(B)\) up through \(r\) even for orthogonal errors, for which \(\kappa(\hat B)=1\) and \(\kappa(B)=r\). Near-dependence of directions shows in \(\kappa(\hat B)\). While the window only grows, the old \(B\) is a principal submatrix of the new one; the Rayleigh quotient then ranges over a larger space, \(\lambda_{\max}\) cannot fall, \(\lambda_{\min}\) cannot rise, and \(\kappa(B)\) cannot decrease.

For two errors of lengths \(\alpha,\beta\) at angle \(\theta\), \(\operatorname{tr}B=\alpha^2+\beta^2\) and \(\det B=\alpha^2\beta^2\sin^2\theta\). Since \((\lambda_1+\lambda_2)^2/\lambda_1\lambda_2=\kappa+1/\kappa+2\),
\[ \kappa+\frac1\kappa+2=\frac{(\alpha/\beta+\beta/\alpha)^2}{\sin^2\theta},\qquad \kappa(\hat B)=\frac{1+|\cos\theta|}{1-|\cos\theta|}, \]
the second because \(\hat B\) has eigenvalues \(1\pm\cos\theta\). The program tests the bounds on every window with \(\kappa(B)<10^{20}\), the monotonicity on those of them that are still growing, and the first formula on every two-vector window of the \(m=2\) run.

### (e) Symmetry limits the rank

Put the molecule in the \(yz\) plane with \(z\) as the twofold axis. The reflections \(x\to-x\) and \(y\to-y\) act on the basis by symmetric orthogonal matrices \(P\) (signs, and exchange of the hydrogens) that leave all integrals invariant. The functions O1s, O2s, O2p\(_z\), H\(_1\)+H\(_2\) are \(a_1\), O2p\(_x\) is \(b_1\), and O2p\(_y\), H\(_1\)−H\(_2\) are \(b_2\). If \(PDP=D\) then \(PFP=F\), and likewise for any mixture of such \(F_n\). Provided the fifth and sixth levels differ, the projector on the five lowest levels commutes with \(P\), so the next density is invariant too. The induction starts from \(PhP=h\). Every \(e_k\) is therefore antisymmetric and block diagonal in the symmetry species. An antisymmetric block of size \(n\) has \(n(n-1)/2\) free entries, so the errors lie in a space of dimension \(6+0+1=7\), and in exact arithmetic
\[ \operatorname{rank}B\le7 . \]
A full window at depth 8 has a singular \(B\) and \(\kappa(B)=\infty\); any finite printed value reflects rounding. By (c), \(A\) can still be regular, since eight points can be affinely independent in seven dimensions, while nine cannot.

The converged occupation is \(3a_1,1b_1,1b_2\), with one \(a_1\) and one \(b_2\) virtual. The seven dimensions split into \(3+1=4\) occupied–virtual pairs of equal symmetry and 3 pairs among the occupied \(a_1\) orbitals; the two virtuals differ in symmetry and contribute none. Only the four symmetric rotations appear in \(x\), so \(\rho\) in (b) belongs to that \(4\times4\) block of \(J\). The other three dimensions enter at second order. If \(e'\) is the error in the displaced orbitals (\(e'_{ai}=g_{ai}=-e'_{ia}\)), then in the converged orbitals \(e=e^{\Theta}e'e^{-\Theta}=e'+\Theta e'-e'\Theta+\dots\). With \((\Theta e')_{ij}=\sum_a\Theta_{ia}e'_{aj}=-\sum_ax_{ai}g_{aj}\) and \((e'\Theta)_{ij}=\sum_ae'_{ia}\Theta_{aj}=-\sum_ag_{ai}x_{aj}\),
\[ e_{ij}=\sum_a(g_{ai}x_{aj}-x_{ai}g_{aj})+\dots \]
The program tests this at Roothaan iteration 7, where \(\|e\|=6.783\times10^{-4}\,E_h\) and the occupied block has norm \(4.695\times10^{-8}\,E_h\), a fraction \(7\times10^{-5}\) of \(\|e\|\).

### (f) The runs

The program and its output follow this sheet. The DIIS system is solved in the bordered form with \(B\) divided by its largest diagonal element. All runs go from the core-guess energy \(-73.2347\,E_h\) to
\[ E_{\rm RHF}=-74.96315\,E_h=-3.26820\times10^{-16}\ {\rm J}, \]
tested against PySCF to \(10^{-8}\,E_h\), a numerical agreement within this basis and model. The core guess already has the final occupied symmetries; only its two virtuals are in the opposite order.

| \(\tau/E_h\) | Roothaan | \(m=2\) | \(m=4\) | \(m=8\) |
|---|---|---|---|---|
| \(10^{-4}\) | 10 | 7 | 7 | 7 |
| \(10^{-6}\) | 15 | 11 | 8 | 7 |
| \(10^{-8}\) | 21 | 14 | 9 | 8 |

The counts belong to this guess, error norm and stopping rule. The least-squares form of (c) gives the same 14, 9 and 8 at \(10^{-8}\,E_h\). Among \(m=2,4,8\) the depth makes no difference to the count at \(10^{-4}\,E_h\), and at \(k=6\) depth 4 is marginally ahead of depth 8 (\(\log_{10}\|e\|/E_h=-3.93\) against \(-3.91\)): a larger window lowers the extrapolated error of a given step, which does not guarantee a smaller next true error.

The symmetric block of \(J\) has eigenvalues \(-0.0753,\ 0.0339,\ 0.2434,\ 0.4345\), so \(\rho=0.4345\), equal to the observed late ratio of successive Roothaan errors. The second mode dies relative to the first by \(0.2434/0.4345=0.56\) per step. From \(\|e_{10}\|=5.543\times10^{-5}\,E_h\),
\[ \frac{\ln(10^{-8}/5.543\times10^{-5})}{\ln0.4345}=\frac{-8.620}{-0.8336}=10.34, \]
so the predicted count is \(10+11=21\), as found. Over all ten rotations the spectral radius is 0.4879. The symmetry-breaking modes are seeded only by rounding here and decay; a guess of lower symmetry that excited the slowest of them would end at that rate.

The table gives \(\log_{10}\kappa(B)\) and, in brackets, \(\log_{10}\kappa(\hat B)\), both from the singular values of \(\mathcal E\). At \(k=1\) both are 0. The final value of each run (\(k=14\), 9 and 8 for \(m=2\), 4 and 8) includes the converged error, and that \(B\) is never solved.

| \(k\) | \(m=2\) | \(m=4\) | \(m=8\) |
|---|---|---|---|
| 2 | 2.00 (0.72) | 2.00 (0.72) | 2.00 (0.72) |
| 3 | 1.46 (0.32) | 4.00 (1.69) | 4.00 (1.69) |
| 4 | 2.00 (1.51) | 5.18 (2.07) | 5.18 (2.07) |
| 5 | 1.85 (0.82) | 4.83 (1.35) | 6.64 (2.31) |
| 6 | 1.99 (1.29) | 6.59 (2.65) | 13.27 (6.20) |
| 7 | 1.94 (0.50) | 7.69 (2.72) | 16.72 (6.20) |
| 8 | 1.49 (0.86) | 10.42 (4.43) | 28.68 (13.40) |
| 9 | 1.39 (0.91) | 10.99 (1.48) | converged |

For \(m=2\) and \(k=10\) to 14, \(\log_{10}\kappa(B)\) continues 1.93, 1.98, 1.72, 1.28, 1.81. The best-conditioned DIIS run is the slowest.

At \(k=2\), \(\alpha/\beta=1.0390/0.14354=7.238\), and \(\kappa(\hat B)=10^{0.72}=5.2\) gives \(|\cos\theta|=4.2/6.2=0.68\) and \(\sin^2\theta=0.54\). Then \(\kappa+1/\kappa+2=(7.238+0.138)^2/0.54\approx101\), so \(\kappa\approx99\), matching 2.00.

At \(k=4\), for \(m=4\) and 8 alike, \(\kappa(B)=1.0892/(7.2353\times10^{-6})=1.505\times10^5\). The length ratio gives \(r=(1.0390/5.1317\times10^{-3})^2=4.10\times10^4\), \(\log_{10}r=4.61\), and the bounds read \(4.61\le5.18\le4.61+2.07\). The coefficients are \(0.00933,\ 0.06548,\ -0.36781,\ 1.29300\), with sum 1.00000 and \(\sum|c_n|=1.74\). The extrapolated error \(\sqrt\lambda=3.86\times10^{-3}\,E_h\) is 25% below \(\|e_4\|=5.13\times10^{-3}\,E_h\), and the next true error is \(10^{-2.93}=1.2\times10^{-3}\,E_h\). The program tests these coefficients against the closed and least-squares forms and against random constrained perturbations.

For \(m=4\), \(\kappa(B)\) falls at \(k=5\), which (d) permits once the window slides: dropping \(e_1\) lowers \(\log_{10}r\) from 4.6 to \(2(2.93-0.84)=4.2\). At \(k=9\), \(\log_{10}r=2(9.07-3.93)=10.3\) accounts for most of 10.99.

For \(m=8\) the singular values of the eight errors are \(1.0,\ 0.11,\ 0.011,\ 2.8\times10^{-3},\ 5.0\times10^{-4},\ 2.4\times10^{-7},\ 4.6\times10^{-9},\ 4.8\times10^{-15}\,E_h\). The eighth vanishes in exact arithmetic by (e), so \(10^{28.68}\approx(1.0/4.8\times10^{-15})^2\) measures rounding in the \(e_n\). The run stops at \(k=8\), and the singular \(8\times8\) matrix is never used. The jump of 6.6 in \(\log_{10}\kappa(B)\) at \(k=6\) is mainly one of direction (\(\log_{10}r\) rises by only \(2(3.91-2.93)\approx2.0\)), with \(\log_{10}\kappa(\hat B)\) going from 2.31 to 6.20, whereas the rise at \(k=7\) leaves \(\kappa(\hat B)\) unchanged. The linear picture would put the jump at the fifth vector; the output puts it at the sixth. By (e) the occupied–virtual parts of the errors, taken in the converged orbitals, fill only four dimensions, so a fifth independent direction must come from the occupied–occupied part. That part is of second order in the displacement and is therefore a sizeable fraction of the error only at the start of the run. The system solved at \(k=7\) has \(\kappa(B)=10^{16.72}\), beyond the inverse of the double-precision rounding unit \(\epsilon\approx10^{-16}\), yet \(\sum|c_n|\) never exceeds 1.74 in that run and the step reaches \(10^{-8.29}\,E_h\).

The condition number computed directly from the stored \(B\) also agrees with the singular-value result to the printed digits, up to 28.68. Storage explains part of this. Rounding changes \(B_{nl}\) by about \(\epsilon\|e_n\|\|e_l\|\), so \(\delta B=N\,\delta\hat B\,N\) with entries of \(\delta\hat B\) of order \(\epsilon\), and \(|c^T\delta Bc|/c^TBc\le\|\delta\hat B\|/\lambda_{\min}(\hat B)\) for every \(c\). By the min–max characterization every eigenvalue then changes by at most that relative amount, of order \(\epsilon\,\kappa(\hat B)\approx10^{-16+13.4}\), still small. That the library routine also preserves this accuracy is observed here; attributing it to the ordering of \(B\) from large to small entries is a conjecture.

## Variation 1: the bordered matrix in joules

Find the condition number of \(A\) at \(k=4\) when \(B\) is entered in J\(^2\).

Let \(m\) be the window size, \(u=\mathbf 1/\sqrt m\), and \(Z\) an orthonormal basis of the vectors orthogonal to \(\mathbf 1\). An eigenvector \((Zy+au,\ l)\) with eigenvalue \(\mu\) obeys
\[ Z^TBZy+Z^TBu\,a=\mu y,\qquad u^TBZy+u^TBu\,a-\sqrt m\,l=\mu a,\qquad -\sqrt m\,a=\mu l . \]
Take \(\|B\|\ll1\) as a number in the chosen unit. For \(B=0\) two eigenvalues are \(\pm\sqrt m\), and a symmetric perturbation shifts them by at most \(\|B\|\). For the others \(|\mu|\le\|B\|\), so \(a=-\mu l/\sqrt m\) is small, the second equation gives \(l\approx u^TBZy/\sqrt m\), and \(a\approx-\mu\,u^TBZy/m\). The first becomes \(Z^TBZy=\mu(1+Z^TBuu^TBZ/m)y\), a relative correction of order \(\|B\|^2/m\). Hence
\[ \kappa(A)\approx\sqrt m/\mu_{\min}(Z^TBZ). \]
The printed energies give \(E_h=3.26820\times10^{-16}/74.96315=4.35974\times10^{-18}\) J and \(E_h^2=1.9007\times10^{-35}\) J\(^2\). With \(\mu_{\min}=4.0839\times10^{-5}\,E_h^2=7.762\times10^{-40}\) J\(^2\), \(\kappa(A)=2/(7.762\times10^{-40})=2.577\times10^{39}\), tested against an 80-digit diagonalization (\(2.5765\times10^{39}\)). In \(E_h^2\) the formula gives \(2/(4.0839\times10^{-5})=4.90\times10^4\), 9% below the computed \(5.38\times10^4\); there \(\|B\|=1.09\) violates the assumption. The coefficients and \(\kappa(B)\) are the same in both units, so \(\kappa(A)\) has meaning only with the scaling of \(B\) stated.

## Variation 2: termination in the linear model

Iterate \(x_{k+1}=J\sum c_nx_n\), \(g=(\Delta+K)x\), in the four symmetric rotations. Find the smallest depth that reaches the solution exactly at \(k=6\).

Take \(m\ge5\) and assume \(g_1,\dots,g_5\) affinely independent. The four differences \(g_n-g_5\) then form a basis of the four-dimensional space, so \(\sum_{n<5}c_n(g_n-g_5)=-g_5\) has a solution and \(\sum c_ng_n=0\). The matrix \(\Delta+K=\Delta(1-J)\) is invertible because no eigenvalue of \(J\) equals 1, so \(\sum c_nx_n=0\) and \(x_6=0\). This happens at the step where \(B\), built from five vectors in four dimensions, is singular. For \(m=4\) the window \(g_2,\dots,g_5\) spans an affine set of dimension at most three, which contains the origin only by accident. From \(x_1=(1,-1,1,1)\) the program finds \(\|g_6\|/\|g_1\|=1.73\times10^{-5}\) for \(m=4\) and \(5\times10^{-20}\), zero to rounding, for \(m=5\). The smallest depth is 5 for a generic start. The real \(m=8\) run has \(\|e_6\|=10^{-3.91}\,E_h\): the argument requires every member of the window to be in the linear regime, and that window starts at \(\|e_1\|=1.04\,E_h\).

## Numbers as computed

```
R(OH) = 96.0 pm = 1.814137 bohr, angle = 105.0 deg, tau = 1e-08 Eh
E_nuc = 9.16702292 Eh, E(core-guess density) = -73.234699 Eh
E_RHF = -74.963149755 Eh = -3.26820197e-16 J; PySCF -74.963149755 Eh
orbital energies (Eh): -20.2414 -1.2664 -0.6172 -0.4515 -0.3907 0.6020 0.7405
symmetry converged: a1 a1 b2 a1 b1 a1 b2 | core guess: a1 a1 b2 a1 b1 b2 a1
dim error space = 7, symmetric occ-vir rotations = 4
Delta of symmetric pairs (Eh): 20.8434 1.8684 1.0535 1.3577
eigenvalues of J, symmetric block: -0.0753 0.0339 0.2434 0.4345
rho sym = 0.4345, rho all 10 = 0.4879, observed ratio = 0.4345
Roothaan |e| = 5.543e-05 Eh at k = 10; predicted count 21
Roothaan k = 7: |e| = 6.783e-04 Eh, |e_occ-occ| = 4.695e-08 Eh
counts for tau = 1e-4, 1e-6, 1e-8 Eh:
  Roothaan: [10, 15, 21]
  DIIS m=2: [7, 11, 14] least squares: 14 max sum|c| = 1.79
  DIIS m=4: [7, 8, 9] least squares: 9 max sum|c| = 1.74
  DIIS m=8: [7, 7, 8] least squares: 8 max sum|c| = 1.74
log10 table: e = |e|/Eh, kB = cond B, kH = cond Bhat (SVD), kD = cond B direct
 k  Roo:e | m2: e   kB    kH  | m4: e   kB    kH  | m8: e   kB    kH    kD
 1   0.02 |  0.02  0.00  0.00 |  0.02  0.00  0.00 |  0.02  0.00  0.00  0.00
 2  -0.84 | -0.84  2.00  0.72 | -0.84  2.00  0.72 | -0.84  2.00  0.72  2.00
 3  -1.52 | -1.54  1.46  0.32 | -1.54  4.00  1.69 | -1.54  4.00  1.69  4.00
 4  -2.04 | -2.04  2.00  1.51 | -2.29  5.18  2.07 | -2.29  5.18  2.07  5.18
 5  -2.43 | -2.78  1.85  0.82 | -2.93  4.83  1.35 | -2.93  6.64  2.31  6.64
 6  -2.80 | -3.39  1.99  1.29 | -3.93  6.59  2.65 | -3.91 13.27  6.20 13.27
 7  -3.17 | -4.29  1.94  0.50 | -5.64  7.69  2.72 | -6.53 16.72  6.20 16.72
 8  -3.53 | -4.83  1.49  0.86 | -6.86 10.42  4.43 | -8.29 28.68 13.40 28.68
 9  -3.89 | -5.29  1.39  0.91 | -9.07 10.99  1.48 |    --    --    --    --
10  -4.26 | -5.79  1.93  1.44 |    --    --    -- |    --    --    --    --
11  -4.62 | -6.66  1.98  0.65 |    --    --    -- |    --    --    --    --
12  -4.98 | -7.33  1.72  0.83 |    --    --    -- |    --    --    --    --
13  -5.34 | -7.84  1.28  0.65 |    --    --    -- |    --    --    --    --
14  -5.70 | -8.24  1.81  1.47 |    --    --    -- |    --    --    --    --
k=4, m=4,8: |e_i| (Eh): 1.0390e+00 1.4354e-01 2.8813e-02 5.1317e-03
k=4: c = 0.00933 0.06548 -0.36781 1.29300  sqrt(lambda) = 3.8586e-03 Eh
k=4: eigenvalues of B (Eh^2): 7.2353e-06 1.2432e-04 1.1561e-02 1.0892e+00
k=4: cond B = 1.5054e+05, mu_min(Z^T B Z) = 4.0839e-05 Eh^2
k=4: cond bordered: 5.3796e+04 (B in Eh^2), 2.5765e+39 (B in J^2)
sing. values first 8 errors, m=8 (Eh): 1.0e+00 1.1e-01 1.1e-02 2.8e-03 5.0e-04 2.4e-07 4.6e-09 4.8e-15
sing. values first 8 errors, Roothaan (Eh): 1.0e+00 1.1e-01 1.4e-02 2.7e-03 1.8e-04 1.1e-06 2.4e-08 6.6e-15
linear model |g6|/|g1|: m=4 1.73e-05, m=5 5.03e-20
```
